# Why Heating Can Lower the Chemisorption Probability of a Physisorbed Precursor: a numerical check

```python
# Result under test: a physisorbed molecule that can react (rate k_r) or
# desorb (rate k_d) chemisorbs with probability P = k_r/(k_r + k_d).
# With Arrhenius rates k = nu*exp(-E/(kB*T)) and constant prefactors nu,
# dP/dT = -P*(1-P)*(E_d - E_r)/(kB*T^2): heating lowers P when E_d > E_r.
# Energies are in eV, temperatures in K, rates in 1/s.
# The parameters are rough model values for trimethylaluminium on MoS2.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

kB = const.k / const.e
E_des, E_rea, E_bare, E_hop = 0.60, 0.40, 1.00, 0.10
nu_des, nu_rea, nu_hop = 1e14, 1e12, 1e12
temperatures = [400.0, 475.0, 550.0]
T_mid = 475.0
pulse = 0.1                      # s
gap = E_des - E_rea


def rate(nu, barrier, T):
    return nu * np.exp(-barrier / (kB * T))


def formula(T, difference=gap, ratio=nu_des / nu_rea):
    return 1 / (1 + ratio * np.exp(-difference / (kB * T)))


def race(k_r, k_d):
    """Probability that the reaction waiting time is the shorter one:
    density of the reaction time times survival against desorption."""
    unit = max(k_r, k_d)
    r, d = k_r / unit, k_d / unit
    return quad(lambda s: r * np.exp(-r * s) * np.exp(-d * s),
                0, np.inf, epsabs=0, epsrel=1e-10, limit=100)[0]


def race_at(T, E_r=E_rea, E_d=E_des, n_r=nu_rea, n_d=nu_des):
    return race(rate(n_r, E_r, T), rate(n_d, E_d, T))


# Probability from quadrature and from sampled waiting times
rng = np.random.default_rng(7)
samples = 400000
for T in temperatures:
    assert abs(race_at(T) - formula(T)) < 1e-8
    t_react = rng.exponential(1 / rate(nu_rea, E_rea, T), samples)
    t_leave = rng.exponential(1 / rate(nu_des, E_des, T), samples)
    sampled = np.mean(t_react < t_leave)
    sigma = np.sqrt(formula(T) * (1 - formula(T)) / samples)
    assert abs(sampled - formula(T)) < 5 * sigma
    if T == T_mid:
        sampled_mid = sampled

# Finite observation time: rate equation against the closed form


def yield_by(t, T):
    total = rate(nu_rea, E_rea, T) + rate(nu_des, E_des, T)
    return formula(T) * -np.expm1(-total * t)


kr, kd = rate(nu_rea, E_rea, T_mid), rate(nu_des, E_des, T_mid)
for scaled_time in (0.3, 1.0, 30.0):         # time in units of 1/kd
    sol = solve_ivp(lambda s, y: [-(1 + kr / kd) * y[0], kr / kd * y[0]],
                    (0, scaled_time), [1.0, 0.0], rtol=1e-9, atol=1e-12)
    assert abs(sol.y[1, -1] - yield_by(scaled_time / kd, T_mid)) < 1e-6
T_freeze = brentq(lambda T: (rate(nu_rea, E_rea, T)
                             + rate(nu_des, E_des, T)) * pulse - 1, 100, 300)
assert yield_by(pulse, T_freeze - 5) < yield_by(pulse, T_freeze + 5)
assert yield_by(pulse, 550) < yield_by(pulse, 400)

# Temperature slope and its sign, for either order of the barriers
for T in temperatures:
    for difference in (-0.3, -0.1, 0.1, 0.3):
        for ratio in (1.0, 10.0, 100.0):
            args = dict(E_r=0.5, E_d=0.5 + difference,
                        n_r=1e12, n_d=1e12 * ratio)
            numeric = race_at(T + 0.5, **args) - race_at(T - 0.5, **args)
            p = formula(T, difference, ratio)
            slope = -p * (1 - p) * difference / (kB * T**2)
            assert abs(numeric / slope - 1) < 1e-3
            assert np.sign(numeric) == -np.sign(difference)
assert abs(race_at(400, E_r=0.5, E_d=0.5)
           - race_at(550, E_r=0.5, E_d=0.5)) < 1e-9
p_mid = formula(T_mid)
slope_mid = -p_mid * (1 - p_mid) * gap / (kB * T_mid**2)

# Log-odds against 1/T give back the barrier difference
odds = [race_at(T) / (1 - race_at(T)) for T in (400.0, 550.0)]
gap_found = kB * np.log(odds[0] / odds[1]) / (1 / 400.0 - 1 / 550.0)
assert abs(gap_found - gap) < 1e-6
T_half = gap / (kB * np.log(nu_des / nu_rea))
T_half_root = brentq(lambda T: race_at(T) - 0.5, 300, 900)
assert abs(T_half - T_half_root) < 1e-3

# Temperature-dependent prefactors. The position integral of a classical
# spring grows as sqrt(T), that of a free coordinate is constant; five
# coordinates are set free at the desorption transition state.


def spring_integral(T):
    return quad(lambda x: np.exp(-x**2 / (2 * T / T_mid)), -15, 15)[0]


power = np.log(spring_integral(550) / spring_integral(400)) / np.log(550 / 400)
assert abs(power - 0.5) < 1e-6
exponent = -5 * 0.5


def race_loose(T):
    return race_at(T, n_d=nu_des * (T / T_mid)**exponent)


T_turn = gap / (-exponent * kB)
found = minimize_scalar(race_loose, bounds=(600, 1400), method="bounded",
                        options={"xatol": 1e-3})
assert abs(found.x - T_turn) < 0.5
loose = [race_loose(T) for T in temperatures]
assert loose[0] > loose[1] > loose[2]
gap_effective = gap + exponent * kB * T_mid

# Proton tunnelling through a parabolic barrier of finite height
wavenumber = 1000.0              # 1/cm, imaginary mode, rough
quantum = const.h * const.c * 100 * wavenumber / const.e


def tunnelling(T):
    u = quantum / (kB * T)
    value = quad(lambda x: np.exp(-x) / (1 + np.exp(-2 * np.pi * x / u)),
                 -E_rea / (kB * T), 40, limit=200)[0]
    assert abs(value / ((u / 2) / np.sin(u / 2)) - 1) < 0.01
    return value


kappa = [tunnelling(T) for T in temperatures]
tunnelled = [race_at(T, n_r=nu_rea * q) for T, q in zip(temperatures, kappa)]
assert kappa[0] > kappa[1] > kappa[2]
assert tunnelled[0] > tunnelled[1] > tunnelled[2]

# One reactive site in a periodic 5 x 5 cell of a triangular lattice
side = 5
fraction = 1 / side**2


def network(T):
    k_r, k_d = rate(nu_rea, E_rea, T), rate(nu_des, E_des, T)
    k_h = rate(nu_hop, E_hop, T)
    matrix, source = np.zeros((side**2, side**2)), np.zeros(side**2)
    source[0] = k_r / k_h
    for i in range(side):
        for j in range(side):
            here = i * side + j
            matrix[here, here] += 1 + k_d / k_h + source[here]
            for a, b in ((1, 0), (-1, 0), (0, 1), (0, -1), (1, -1), (-1, 1)):
                there = ((i + a) % side) * side + (j + b) % side
                matrix[here, there] -= 1 / 6
    return np.linalg.solve(matrix, source).mean()


sparse = [network(T) for T in temperatures]
sparse_formula = [formula(T, ratio=nu_des / (nu_rea * fraction))
                  for T in temperatures]
for a, b in zip(sparse, sparse_formula):
    assert abs(a / b - 1) < 0.01
assert sparse[0] > sparse[1] > sparse[2]

# Arrival rate per site, with every arriving molecule trapped
pressure = 0.1                   # Torr
lattice = 0.32                   # nm, rough MoS2 lattice constant
site_area = np.sqrt(3) / 2 * lattice**2
mass = (26.982 + 3 * (12.011 + 3 * 1.008)) * const.atomic_mass
p_pascal = pressure * const.torr
flux = p_pascal / np.sqrt(2 * np.pi * mass * const.k * T_mid)
speed = np.sqrt(const.k * T_mid / mass)
mean_inward = speed * quad(lambda v: v * np.exp(-v * v / 2)
                           / np.sqrt(2 * np.pi), 0, np.inf)[0]
assert abs(p_pascal / (const.k * T_mid) * mean_inward / flux - 1) < 1e-7
arrivals = flux * site_area * 1e-18
occupancy = arrivals / (kr + kd)
assert occupancy < 0.01

# Time to fill 95 percent of the sites


def fill_arrivals(R, vacant=0.05):
    return (1 - vacant) + R * np.log(1 / vacant)


fill_times = []
for T in temperatures:
    R = rate(nu_des, E_des, T) / rate(nu_rea, E_rea, T)
    sol = solve_ivp(lambda x, f: -f / (f + R), (0, fill_arrivals(R)),
                    [1.0], rtol=1e-9, atol=1e-12)
    assert abs(sol.y[0, -1] - 0.05) < 1e-6
    hits = arrivals * np.sqrt(T_mid / T)
    fill_times.append(fill_arrivals(R) / hits)
assert max(fill_times) < pulse
R_bare = kd / rate(nu_rea, E_bare, T_mid)
fill_bare = fill_arrivals(R_bare) / arrivals
bare = [race_at(T, E_r=E_bare) for T in temperatures]
assert bare[0] < bare[1] < bare[2]
assert fill_bare > pulse

print(f"desorption, reaction barriers: {E_des:.2f}, {E_rea:.2f} eV")
print(f"desorption, reaction prefactors: {nu_des:.1e}, {nu_rea:.1e} 1/s")
print(f"barrier difference: {gap:.2f} eV")
for i, T in enumerate(temperatures):
    a, b = rate(nu_rea, E_rea, T), rate(nu_des, E_des, T)
    print(f"--- T = {T:.0f} K, kB*T = {kB*T:.5f} eV")
    print(f"reaction rate, desorption rate: {a:.3e}, {b:.3e} 1/s")
    print(f"ratio k_d/k_r: {b/a:.4f}; lifetime: {1e9/(a+b):.2f} ns")
    print(f"chemisorption probability P: {formula(T):.4f}")
    print(f"P with T-dependent prefactors: {loose[i]:.4f}")
    print(f"tunnelling factor, P with it: {kappa[i]:.3f}, {tunnelled[i]:.4f}")
    print(f"P sparse sites, network: {sparse[i]:.5f}")
    print(f"P sparse sites, formula: {sparse_formula[i]:.5f}")
    print(f"P on inert plane: {bare[i]:.3e}")
    print(f"time to fill 95% of sites: {1e3*fill_times[i]:.4f} ms")
print("--- further results")
print(f"P sampled at {T_mid:.0f} K: {sampled_mid:.4f} ({samples} trials)")
print(f"dP/dT at {T_mid:.0f} K: {slope_mid:.3e} 1/K")
print(f"barrier difference from log-odds: {gap_found:.4f} eV")
print(f"temperature where P = 1/2: {T_half:.1f} K")
print(f"high-temperature limit of P: {nu_rea/(nu_rea+nu_des):.4f}")
print(f"P at {T_mid:.0f} K, difference {gap-0.05:.2f} eV: "
      f"{formula(T_mid, gap-0.05):.4f}")
print(f"P at {T_mid:.0f} K, difference {gap+0.05:.2f} eV: "
      f"{formula(T_mid, gap+0.05):.4f}")
print(f"prefactor-ratio exponent n: {exponent:.1f}")
print(f"effective difference at {T_mid:.0f} K: {gap_effective:.4f} eV")
print(f"trend reversal temperature: {T_turn:.1f} K")
print(f"imaginary mode: {wavenumber:.0f} 1/cm")
print(f"pulse: {pulse:.1f} s; lifetime equals pulse at {T_freeze:.1f} K")
print(f"reactive site fraction, sparse case: {fraction:.3f}")
print(f"hop barrier: {E_hop:.2f} eV; hop prefactor: {nu_hop:.1e} 1/s")
print(f"hops per desorption time at {T_mid:.0f} K: "
      f"{rate(nu_hop, E_hop, T_mid)/kd:.0f}")
print(f"inert-plane reaction barrier: {E_bare:.2f} eV")
print(f"pressure: {pressure:.1f} Torr; site area: {site_area:.4f} nm2")
print(f"arrivals per site at {T_mid:.0f} K: {arrivals:.3e} 1/s")
print(f"physisorbed molecules per site: {occupancy:.2e}")
print(f"inert plane, time to fill 95% at {T_mid:.0f} K: {fill_bare:.0f} s")
print("done: every assertion held")
```

It prints:

```
desorption, reaction barriers: 0.60, 0.40 eV
desorption, reaction prefactors: 1.0e+14, 1.0e+12 1/s
barrier difference: 0.20 eV
--- T = 400 K, kB*T = 0.03447 eV
reaction rate, desorption rate: 9.125e+06, 2.756e+06 1/s
ratio k_d/k_r: 0.3021; lifetime: 84.17 ns
chemisorption probability P: 0.7680
P with T-dependent prefactors: 0.6830
tunnelling factor, P with it: 1.846, 0.8594
P sparse sites, network: 0.11692
P sparse sites, formula: 0.11693
P on inert plane: 9.125e-08
time to fill 95% of sites: 0.1011 ms
--- T = 475 K, kB*T = 0.04093 eV
reaction rate, desorption rate: 5.701e+07, 4.305e+07 1/s
ratio k_d/k_r: 0.7551; lifetime: 9.99 ns
chemisorption probability P: 0.5698
P with T-dependent prefactors: 0.5698
tunnelling factor, P with it: 1.517, 0.6677
P sparse sites, network: 0.05028
P sparse sites, formula: 0.05031
P on inert plane: 5.701e-07
time to fill 95% of sites: 0.1908 ms
--- T = 550 K, kB*T = 0.04740 eV
reaction rate, desorption rate: 2.161e+08, 3.177e+08 1/s
ratio k_d/k_r: 1.4701; lifetime: 1.87 ns
chemisorption probability P: 0.4048
P with T-dependent prefactors: 0.4953
tunnelling factor, P with it: 1.354, 0.4795
P sparse sites, network: 0.02644
P sparse sites, formula: 0.02649
P on inert plane: 2.161e-06
time to fill 95% of sites: 0.3422 ms
--- further results
P sampled at 475 K: 0.5689 (400000 trials)
dP/dT at 475 K: -2.522e-03 1/K
barrier difference from log-odds: 0.2000 eV
temperature where P = 1/2: 504.0 K
high-temperature limit of P: 0.0099
P at 475 K, difference 0.15 eV: 0.2808
P at 475 K, difference 0.25 eV: 0.8179
prefactor-ratio exponent n: -2.5
effective difference at 475 K: 0.0977 eV
trend reversal temperature: 928.4 K
imaginary mode: 1000 1/cm
pulse: 0.1 s; lifetime equals pulse at 183.3 K
reactive site fraction, sparse case: 0.040
hop barrier: 0.10 eV; hop prefactor: 1.0e+12 1/s
hops per desorption time at 475 K: 2019
inert-plane reaction barrier: 1.00 eV
pressure: 0.1 Torr; site area: 0.0887 nm2
arrivals per site at 475 K: 1.683e+04 1/s
physisorbed molecules per site: 1.68e-04
inert plane, time to fill 95% at 475 K: 312 s
done: every assertion held
```
